# Half k meshes: safe for two-terminal transmission, unsafe for nonequilibrium density: a program that tests the result

```python
"""Time reversal and transverse k meshes in NEGF transport.

Result under test, for a time-reversal-invariant coherent junction:
  two-terminal transmission:  T(-k) = T(k)
  left-injected spectrum:     A_L(k) = G Gam_L G^+,
                              A_L(-k) = conj(G^+ Gam_L G), not conj(A_L(k)).
G: retarded Green function at transverse wavevector k; Gam_L, Gam_R: lead
broadenings; T_RL = Tr[Gam_R G Gam_L G^+] (from left to right).
A half mesh keeps k = 0 (weight 1) and k > 0 (weight 2).
Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit

inv = np.linalg.inv


def dag(m):
    return np.conj(np.swapaxes(m, -1, -2))


def half_mean(values):
    """Mean over a symmetric odd mesh, using only k >= 0."""
    nk = len(values)
    mid = nk // 2
    return (values[mid] + 2 * np.sum(values[mid + 1:], axis=0)) / nk


# ---------------------------------------------------------------- three sites
# Sites 1,2,3 per transverse cell; site 1 also hops to site 3 of the next cell.
# Chain leads (hopping -tau) end on sites 1 and 3.
site_energy = np.array([0.0, 0.3, -0.2])
t21, t32, t13, tau, energy = -1.0, -0.8, -0.6, 1.5, 0.4
q_lead = np.arccos(-energy / (2 * tau))
sigma = -tau * np.exp(1j * q_lead)
gam = 2 * tau * np.sin(q_lead)


def loop_h(k):
    h = np.diag(site_energy).astype(complex)
    h[1, 0] = h[0, 1] = t21
    h[2, 1] = h[1, 2] = t32
    h[0, 2] = t13 * np.exp(1j * k)
    h[2, 0] = np.conj(h[0, 2])
    return h


def loop_matrix(k, probe=0.0):
    return energy * np.eye(3) - loop_h(k) - np.diag(
        [sigma, -0.5j * probe, sigma])


def wave_from_left(k):
    """Match a unit incoming lead wave; return site amplitudes."""
    bare = energy * np.eye(3) - loop_h(k)
    lhs = bare + np.diag([tau * np.exp(1j * q_lead), 0,
                          tau * np.exp(1j * q_lead)])
    rhs = -bare[:, 0].copy()
    rhs[0] -= tau * np.exp(-1j * q_lead)
    refl, psi2, trans = np.linalg.solve(lhs, rhs)
    assert abs(abs(refl)**2 + abs(trans)**2 - 1) < 1e-11
    return np.array([1 + refl, psi2, trans])


k_loop = 2 * np.pi / 5
psi_p, psi_m = wave_from_left(k_loop), wave_from_left(-k_loop)
T_p, T_m = abs(psi_p[2])**2, abs(psi_m[2])**2
n2_p, n2_m = abs(psi_p[1])**2 / gam, abs(psi_m[1])**2 / gam
assert abs(T_p - T_m) < 1e-11
g_loop = inv(loop_matrix(k_loop))
gamL3 = np.diag([gam, 0, 0])
assert np.allclose(g_loop @ gamL3 @ dag(g_loop),
                   np.outer(psi_p, psi_p.conj()) / gam, atol=1e-11)
assert np.allclose(dag(g_loop) @ gamL3 @ g_loop,
                   np.outer(psi_m, psi_m.conj()).conj() / gam, atol=1e-11)
h_loop = loop_h(k_loop)
loop_product = h_loop[1, 0] * h_loop[2, 1] * h_loop[0, 2]
det_loop = np.linalg.det(loop_matrix(k_loop))
n2_formula = -2 * gam**2 * loop_product.imag / abs(det_loop)**2
assert abs(n2_p - n2_m - n2_formula) < 1e-11 and abs(n2_formula) > 1e-3

# At k = 0 the Hamiltonian is real, the injected spectrum is not.
psi_0 = wave_from_left(0.0)
A_0 = np.outer(psi_0, psi_0.conj()) / gam
cut_0 = -2 * np.imag(np.sum(loop_h(0.0)[0, 1:] * A_0[1:, 0]))
assert abs(cut_0 - abs(psi_0[2])**2) < 1e-11 and cut_0 > 1e-3

# A third terminal on site 2 leaves only reciprocity.
probe3 = 0.2
gp, gm = inv(loop_matrix(k_loop, probe3)), inv(loop_matrix(-k_loop, probe3))
T3_RL_p, T3_LR_p = gam**2 * abs(gp[2, 0])**2, gam**2 * abs(gp[0, 2])**2
T3_RL_m = gam**2 * abs(gm[2, 0])**2
det3 = np.linalg.det(loop_matrix(k_loop, probe3))
assert abs(T3_RL_m - T3_LR_p) < 1e-11
assert abs(T3_RL_p - T3_LR_p - 2 * gam**2 * probe3 * loop_product.imag
           / abs(det3)**2) < 1e-11
assert abs(T3_RL_p - T3_RL_m) > 1e-4

# Real-space ring of five cells: a real Hamiltonian, no k anywhere.
cells = 5
ring = np.zeros((3 * cells, 3 * cells))
for c in range(cells):
    nxt = (c + 1) % cells
    for i, j, hop in ((3*c + 1, 3*c, t21), (3*c + 2, 3*c + 1, t32),
                      (3*c, 3*nxt + 2, t13)):
        ring[i, j] += hop
        ring[j, i] += hop
ring += np.diag(np.tile(site_energy, cells))
g_ring = inv(energy * np.eye(3 * cells) - ring
             - np.diag(np.tile([sigma, 0, sigma], cells)))
n2_ring = gam * np.sum(abs(g_ring[1, 0::3])**2)
T_ring = gam**2 * np.sum(abs(g_ring[2::3, 0::3])**2) / cells
waves = [wave_from_left(2 * np.pi * j / cells) for j in range(-2, 3)]
T_k = np.array([abs(w[2])**2 for w in waves])
n2_k = np.array([abs(w[1])**2 / gam for w in waves])
assert abs(T_k.mean() - T_ring) < 1e-11 and abs(n2_k.mean() - n2_ring) < 1e-11
assert abs(half_mean(T_k) - T_ring) < 1e-11
assert abs(half_mean(n2_k) - n2_ring) > 1e-3

print(f"Loop: site energies {site_energy} eV")
print(f"Loop: hoppings 21, 32, 13 = {t21}, {t32}, {t13} eV")
print(f"Loop: lead hopping size {tau} eV, energy {energy} eV")
print(f"Loop: lead broadening {gam:.4f} eV, k*period {k_loop:.4f} rad")
print(f"Loop: T(k), T(-k) = {T_p:.6f}, {T_m:.6f}")
print(f"Loop: A_L,22(k), A_L,22(-k) = {n2_p:.6f}, {n2_m:.6f} 1/eV")
print(f"Loop: difference from closed formula = {n2_formula:.6f} 1/eV")
print(f"Loop: k=0 cut current from A_L = {cut_0:.6f} (equals T)")
print(f"Loop + probe {probe3} eV: T_RL(k), T_RL(-k) = "
      f"{T3_RL_p:.6f}, {T3_RL_m:.6f}")
print(f"Ring of {cells}: T per cell real-space, half mesh = "
      f"{T_ring:.6f}, {half_mean(T_k):.6f}")
print(f"Ring: A_L,22 real-space, full mesh, half mesh = {n2_ring:.6f}, "
      f"{n2_k.mean():.6f}, {half_mean(n2_k):.6f} 1/eV")

# ------------------------------------------- spin-orbit hopping and overlap
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
rng = np.random.default_rng(1)
spin_hops = [t * np.eye(2) + 1j * np.tensordot(rng.uniform(-.5, .5, 3),
                                             pauli, 1)
             for t in (t21, t32, t13)]
flip = np.kron(np.eye(3), pauli[1])
gamL6 = np.kron(np.diag([1.0, 0, 0]), np.eye(2))
gamR6 = np.kron(np.diag([0, 0, 1.2]), np.eye(2))


def spin_green(k, zeeman):
    up = np.zeros((6, 6), complex)
    over = np.zeros((6, 6), complex)
    phase = np.exp(1j * k)
    for (i, j), hop, ph in zip(((1, 0), (2, 1), (0, 2)), spin_hops,
                               (1, 1, phase)):
        up[2*i:2*i + 2, 2*j:2*j + 2] = hop * ph
        over[2*i:2*i + 2, 2*j:2*j + 2] = 0.1 * np.eye(2) * ph
    h = up + dag(up) + np.kron(np.diag(site_energy), np.eye(2))
    h[2:4, 2:4] += np.tensordot(zeeman, pauli, 1)
    s = np.eye(6) + over + dag(over)
    return inv(energy * s - h + 0.5j * (gamL6 + gamR6))


def spin_T(g):
    return np.trace(gamR6 @ g @ gamL6 @ dag(g)).real


no_field, field = np.zeros(3), np.array([0.3, 0.2, 0.4])
sp, sm = spin_green(k_loop, no_field), spin_green(-k_loop, no_field)
assert abs(spin_T(sp) - spin_T(sm)) < 1e-11
A_sm = sm @ gamL6 @ dag(sm)
assert np.allclose(A_sm, flip @ (dag(sp) @ gamL6 @ sp).conj() @ flip,
                   atol=1e-11)
assert abs(A_sm - flip @ (sp @ gamL6 @ dag(sp)).conj() @ flip).max() > 1e-3
Tz_p = spin_T(spin_green(k_loop, field))
Tz_m = spin_T(spin_green(-k_loop, field))
assert abs(Tz_p - Tz_m) > 1e-6
print(f"Spin-orbit loop: T(k), T(-k) = {spin_T(sp):.6f}, {spin_T(sm):.6f}")
print(f"Same with Zeeman field: T(k), T(-k) = {Tz_p:.6f}, {Tz_m:.6f}")

# ------------------------------------------------------------------ graphene
bond, hop1 = 0.142, 2.7            # rough typical values
period = np.sqrt(3) * bond
rows = 4
width = rows * period              # transverse supercell
fermi, bias, temperature = 0.4, 0.2, 300.0
kT = const.k * temperature / const.e
eta = 1e-4                         # lead broadening only
basis = np.array([[0, 0], [bond, 0], [1.5 * bond, period / 2],
                  [2.5 * bond, period / 2]])
slice_xy = np.vstack([basis + [0, r * period] for r in range(rows)])
ns = len(slice_xy)
shift = np.array([3 * bond, 0])
device_xy = np.vstack([slice_xy + m * shift for m in range(3)])
skew_line = {ns: 3.0, ns + 7: -2.0}       # two rows: no mirror
mirror_line = {ns: 3.0, ns + 1: -2.0}     # one row: mirror y -> -y


def bloch_block(p, r, k, hop2):
    dx = r[None, :, 0] - p[:, None, 0]
    out = np.zeros(dx.shape, complex)
    for m in (-1, 0, 1):
        dist = np.hypot(dx, r[None, :, 1] + m * width - p[:, None, 1])
        out -= np.exp(1j * k * m * width) * (
            hop1 * (abs(dist - bond) < 0.01)
            + hop2 * (abs(dist - period) < 0.01))
    return out


def lead_sigma(energies, h00, outward):
    """Self-energy of a half-infinite lead by decimation."""
    z = (energies + 1j * eta)[:, None, None] * np.eye(ns)
    surf = np.repeat(h00[None], len(energies), axis=0)
    bulk = surf.copy()
    a = np.repeat(outward[None], len(energies), axis=0)
    b = dag(a)
    for _ in range(60):
        g = inv(z - bulk)
        ag, bg = a @ g, b @ g
        agb = ag @ b
        surf = surf + agb
        bulk = bulk + agb + bg @ a
        a, b = ag @ a, bg @ b
        if max(abs(a).max(), abs(b).max()) < 1e-12:
            break
    else:
        raise RuntimeError("lead decimation did not converge")
    return outward @ inv(z - surf) @ dag(outward)


def junction(k, energies, scatterers=skew_line, hop2=0.0, abrupt=False,
             probe=0.0, volt=bias):
    dirac = -3 * hop2              # keeps the Dirac point at zero energy
    h00 = bloch_block(slice_xy, slice_xy, k, hop2) + dirac * np.eye(ns)
    h01 = bloch_block(slice_xy, slice_xy + shift, k, hop2)
    x = device_xy[:, 0] / bond
    drop = (x > 4.25) * 1.0 if abrupt else np.clip((x - 2.75) / 3, 0, 1)
    onsite = dirac + volt * (0.5 - drop)
    for site, value in scatterers.items():
        onsite[site] += value
    h = bloch_block(device_xy, device_xy, k, hop2) + np.diag(onsite)
    sL = lead_sigma(energies - volt / 2, h00, dag(h01))
    sR = lead_sigma(energies + volt / 2, h00, h01)
    m = (energies[:, None, None] + 0.5j * probe) * np.eye(len(h)) - h
    m[:, :ns, :ns] -= sL
    m[:, -ns:, -ns:] -= sR
    return inv(m), 1j * (sL - dag(sL)), 1j * (sR - dag(sR)), h


def transmissions(g, gL, gR):
    """Left-to-right and right-to-left transmission."""
    rl, lr = g[:, -ns:, :ns], g[:, :ns, -ns:]
    return (np.einsum('eij,eji->e', gR @ rl @ gL, dag(rl)).real,
            np.einsum('eij,eji->e', gL @ lr @ gR, dag(lr)).real)


def injected(g, gam_lead, part):
    col = g[:, :, part]
    return col @ gam_lead @ dag(col)


L, R = slice(0, ns), slice(-ns, None)
e1 = np.array([fermi])
k_test = 2 * np.pi * 8 / (25 * width)
g0, gL0, gR0, _ = junction(k_test, e1, scatterers={}, volt=0.0)
T_clean = transmissions(g0, gL0, gR0)[0][0]
assert abs(T_clean - 1) < 0.01            # one open mode in this valley

g1, gL1, gR1, h1 = junction(k_test, e1)
g2, gL2, gR2, h2 = junction(-k_test, e1)
assert np.allclose(g2[0], g1[0].T, atol=1e-8)
Tg1, Tg2 = transmissions(g1, gL1, gR1)[0][0], transmissions(g2, gL2, gR2)[0][0]
assert abs(Tg1 - Tg2) < 1e-8 and Tg1 > 1e-3
AL1, AL2 = injected(g1, gL1, L)[0], injected(g2, gL2, L)[0]
AR1, AR2 = injected(g1, gR1, R)[0], injected(g2, gR2, R)[0]
row = g1[0][:ns]
assert np.allclose(AL2, (dag(row) @ gL1[0] @ row).conj(), atol=1e-8)
assert np.allclose(AL1 + AR1, (AL2 + AR2).conj(), atol=1e-8)
assert np.allclose(AL1 - AL2.conj(), -(AR1 - AR2.conj()), atol=1e-8)
assert abs(AL1 - AL2.conj()).max() > 1e-3


def cut_current(h, spectrum):
    return -2 * np.imag(np.sum(h[:ns, ns:] * spectrum[ns:, :ns].T))


cut_true, cut_conj = cut_current(h2, AL2), cut_current(h2, AL1.conj())
assert abs(cut_true - Tg2) < 1e-8 and abs(cut_conj + Tg2) < 1e-8

# Mirror that keeps the leads: density at -k is the mirrored density at k.
mirror = []
for x, y in device_xy:
    dy = (device_xy[:, 1] + y + width / 2) % width - width / 2
    mirror.append(int(np.argmin(np.hypot(device_xy[:, 0] - x, dy))))
assert sorted(mirror) == list(range(len(device_xy)))
dens = []
for k in (k_test, -k_test):
    gk, gLk, gRk, _ = junction(k, e1, scatterers=mirror_line)
    dens.append(np.diag(injected(gk, gLk, L)[0]).real)
assert np.allclose(dens[1], dens[0][mirror], atol=1e-8)
assert abs(dens[1] - dens[0]).max() > 1e-5


def run_mesh(nk, energies, **options):
    """Bias-window integrals of T, A_L,ii and (G^+ Gam_L G)_ii at each k."""
    window = (expit((fermi + bias / 2 - energies) / kT)
              - expit((fermi - bias / 2 - energies) / kT))
    weight = window * (energies[1] - energies[0])
    T_all, forward, backward = [], [], []
    for j in range(-(nk // 2), nk // 2 + 1):
        g, gL, gR, _ = junction(2*np.pi*j / (nk*width), energies, **options)
        T_all.append(weight @ transmissions(g, gL, gR)[0])
        col, rw = g[:, :, :ns], g[:, :ns, :]
        f = np.einsum('eia,eia->ei', col @ gL, col.conj()).real
        b = np.einsum('eai,eai->ei', rw.conj(), gL @ rw).real
        forward.append(weight @ f / np.pi)     # 2 spins / (2 pi)
        backward.append(weight @ b / np.pi)
    return np.array(T_all), np.array(forward), np.array(backward)


def density_error(forward):
    """Largest half-mesh error per atom and its ratio to the mean population."""
    err = half_mean(forward) - forward.mean(axis=0)
    return abs(err).max(), abs(err).max() / forward.mean()


span = bias / 2 + 10 * kT
fine_e = np.linspace(fermi - span, fermi + span, 49)
coarse_e = fine_e[::2]
nk = 25
T_int, fwd, bwd = run_mesh(nk, fine_e)
to_current = 2 * const.e**2 / const.h / width * 1e6     # mA/um per eV
I_full, I_half = to_current * T_int.mean(), to_current * half_mean(T_int)
assert abs(I_half / I_full - 1) < 1e-7
err_max, err_ratio = density_error(fwd)
assert err_ratio > 0.01
mid = nk // 2
cured = (fwd[mid] + (fwd[mid + 1:] + bwd[mid + 1:]).sum(axis=0)) / nk
assert np.allclose(cured, fwd.mean(axis=0), atol=1e-9)
site = int(np.argmax(abs(half_mean(fwd) - fwd.mean(axis=0))))
coulomb = const.e / (4 * np.pi * const.epsilon_0 * bond * 1e-9)
hbar_v = 1.5 * bond * hop1
sheet = (fermi / hbar_v)**2 / np.pi * 1e14

print(f"Graphene: bond {bond} nm, hopping {hop1} eV, supercell {width:.3f} nm")
print(f"Graphene: Fermi level {fermi} eV, bias {bias} V, {temperature:.0f} K")
print(f"Graphene: carrier density (Dirac cone) {sheet:.2e} 1/cm2")
print(f"Graphene: scatterer energies {list(skew_line.values())} eV")
print(f"Graphene: device atoms {len(device_xy)}, k points {nk}")
print(f"Graphene: clean T at test k = {T_clean:.4f}")
print(f"Test k = {k_test:.4f} 1/nm: T(k), T(-k) = {Tg1:.6f}, {Tg2:.6f}")
print(f"Cut current at -k: true A_L {cut_true:.6f}, "
      f"conjugated A_L(k) {cut_conj:.6f}")
print(f"Largest |A_L(k)-conj A_L(-k)| = "
      f"{abs(AL1 - AL2.conj()).max():.4f} 1/eV")
print(f"Current, full mesh = {I_full:.5f} mA/um")
print(f"Current, half mesh = {I_half:.5f} mA/um")
print(f"Mean left-injected window population = {fwd.mean():.3e} e/atom")
print(f"Worst atom, full mesh = {fwd.mean(axis=0)[site]:.3e} e")
print(f"Worst atom, half mesh = {half_mean(fwd)[site]:.3e} e")
print(f"Worst atom, half mesh with both products = {cured[site]:.3e} e")
print(f"Largest half-mesh error = {err_max:.3e} e = "
      f"{100 * err_ratio:.1f} % of mean population")
net_error = (half_mean(fwd) - fwd.mean(axis=0)).sum()
print(f"Net half-mesh charge error in device = {net_error:.3e} e")
print(f"Coulomb scale of largest error at one bond = "
      f"{1e3 * coulomb * err_max:.2f} meV")

# ------------------------------------- numerical error and neglected effects
for label, mesh, options in (
        ("coarser energy mesh", nk, {}),
        ("41 k points", 41, {}),
        ("second-neighbour hopping 0.1 eV", nk, {"hop2": 0.1}),
        ("abrupt potential step", nk, {"abrupt": True})):
    T_v, f_v, _ = run_mesh(mesh, coarse_e, **options)
    assert abs(half_mean(T_v) / T_v.mean() - 1) < 1e-7
    e_v, r_v = density_error(f_v)
    assert r_v > 0.01
    print(f"{label}: {to_current * T_v.mean():.4f} mA/um, "
          f"error {e_v:.3e} e ({100 * r_v:.1f} %)")

free_path = 100.0                  # nm, rough
dephasing = hbar_v / free_path
T_rl, T_lr = [], []
for j in range(-(nk // 2), nk // 2 + 1):
    g, gL, gR, _ = junction(2 * np.pi * j / (nk * width), e1, probe=dephasing)
    rl, lr = transmissions(g, gL, gR)
    T_rl.append(rl[0])
    T_lr.append(lr[0])
T_rl, T_lr = np.array(T_rl), np.array(T_lr)
assert np.allclose(T_rl[::-1], T_lr, atol=1e-8)
asym = abs(T_rl - T_rl[::-1]).max()
assert asym > 1e-6
print(f"Dephasing: path {free_path:.0f} nm, broadening "
      f"{1e3 * dephasing:.2f} meV")
print(f"Dephasing: largest |T_RL(k)-T_RL(-k)| = {asym:.2e}")
print(f"Dephasing: half-mesh error of direct T_RL = "
      f"{100 * (half_mean(T_rl) / T_rl.mean() - 1):.4f} %")
print("tests ok")
```

It prints:

```
Loop: site energies [ 0.   0.3 -0.2] eV
Loop: hoppings 21, 32, 13 = -1.0, -0.8, -0.6 eV
Loop: lead hopping size 1.5 eV, energy 0.4 eV
Loop: lead broadening 2.9732 eV, k*period 1.2566 rad
Loop: T(k), T(-k) = 0.944223, 0.944223
Loop: A_L,22(k), A_L,22(-k) = 1.985857, 0.581654 1/eV
Loop: difference from closed formula = 1.404204 1/eV
Loop: k=0 cut current from A_L = 0.872130 (equals T)
Loop + probe 0.2 eV: T_RL(k), T_RL(-k) = 0.657685, 0.885902
Ring of 5: T per cell real-space, half mesh = 0.873692, 0.873692
Ring: A_L,22 real-space, full mesh, half mesh = 1.187482, 1.187482, 1.594114 1/eV
Spin-orbit loop: T(k), T(-k) = 1.062030, 1.062030
Same with Zeeman field: T(k), T(-k) = 1.072689, 1.117133
Graphene: bond 0.142 nm, hopping 2.7 eV, supercell 0.984 nm
Graphene: Fermi level 0.4 eV, bias 0.2 V, 300 K
Graphene: carrier density (Dirac cone) 1.54e+13 1/cm2
Graphene: scatterer energies [3.0, -2.0] eV
Graphene: device atoms 48, k points 25
Graphene: clean T at test k = 1.0000
Test k = 2.0437 1/nm: T(k), T(-k) = 0.935086, 0.935086
Cut current at -k: true A_L 0.935086, conjugated A_L(k) -0.935086
Largest |A_L(k)-conj A_L(-k)| = 0.0956 1/eV
Current, full mesh = 4.62643 mA/um
Current, half mesh = 4.62643 mA/um
Mean left-injected window population = 1.003e-03 e/atom
Worst atom, full mesh = 9.719e-04 e
Worst atom, half mesh = 1.430e-03 e
Worst atom, half mesh with both products = 9.719e-04 e
Largest half-mesh error = 4.586e-04 e = 45.7 % of mean population
Net half-mesh charge error in device = -9.753e-05 e
Coulomb scale of largest error at one bond = 4.65 meV
coarser energy mesh: 4.5805 mA/um, error 4.540e-04 e (45.8 %)
41 k points: 4.5856 mA/um, error 4.545e-04 e (45.9 %)
second-neighbour hopping 0.1 eV: 4.5868 mA/um, error 4.465e-04 e (44.5 %)
abrupt potential step: 4.6172 mA/um, error 4.592e-04 e (46.5 %)
Dephasing: path 100 nm, broadening 5.75 meV
Dephasing: largest |T_RL(k)-T_RL(-k)| = 6.86e-05
Dephasing: half-mesh error of direct T_RL = 0.0027 %
tests ok
```
